# Curie-Weiss Law of a Paraelectric Film with Strain Varying through Its Thickness: verification in Python

```python
"""Result under test: a laterally uniform paraelectric film, field across it,
whose local law is E = D*(T - Tc(z))/(eps0*C), has relative permittivity
C/(T - mean Tc) for any profile Tc(z), if gradient energy is neglected.
Symbols: T temperature (K), C Curie constant (K), Tc local Curie temperature,
u in-plane strain, z height above the bottom electrode, L film thickness,
D displacement, E field, P soft-mode polarization, eps_b background permittivity.
Landau energy density: a*P^2/2 + beta*P^4/4 + g*(grad P)^2/2.
All quantities are in SI units inside the program."""
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0 as eps0
from scipy.integrate import quad
from scipy.linalg import eigh, solve_banded
from scipy.optimize import brentq, minimize_scalar

# Rough parameters typical of barium strontium titanate films
C, T0, T_use = 1.0e5, 200.0, 300.0
Q11, Q12, s11, s12 = 0.10, -0.03, 5.0e-12, -1.0e-12
beta_free = 2.0e9
L, decay, u0 = 100e-9, 30e-9, -0.003
eps_b, g_grad = 7 * eps0, 1.0e-10
flexo_volt, screen, mismatch = 5.0, 0.01e-9, 1.0e-6
V_signal = 0.05

# ---- Strain dependence of the Landau coefficients ----
kappa = 4 * eps0 * C * Q12 / (s11 + s12)
kappa_x = 2 * eps0 * C * (Q11 + Q12) / (s11 + s12)
beta = beta_free + 4 * Q12**2 / (s11 + s12)
al, be, u, p1, p3, x1, x2, q11, q12, c11, c12 = sp.symbols(
    'al be u p1 p3 x1 x2 q11 q12 c11 c12')
gibbs = (al * (p1**2 + p3**2) / 2 + be * p3**4 / 4
         - c11 * (x1**2 + x2**2) / 2 - c12 * x1 * x2
         - q11 * x1 * p1**2 - q12 * x1 * p3**2 - q12 * x2 * (p1**2 + p3**2))
stress = sp.solve([-sp.diff(gibbs, x1) - u, -sp.diff(gibbs, x2) - u],
                  [x1, x2], dict=True)[0]
clamped = (gibbs + u * (x1 + x2)).subs(stress)
values = {q11: Q11, q12: Q12, c11: s11, c12: s12, u: u0, al: 0, be: beta_free}


def derivative_at_zero(variable, order):
    d = sp.diff(clamped, variable, order).subs({p1: 0, p3: 0})
    return float(d.subs(values))


assert abs(-derivative_at_zero(p3, 2) * eps0 * C / (kappa * u0) - 1) < 1e-9
assert abs(-derivative_at_zero(p1, 2) * eps0 * C / (kappa_x * u0) - 1) < 1e-9
assert abs(derivative_at_zero(p3, 4) / (6 * beta) - 1) < 1e-9


def strain(z):
    return u0 * np.exp(-z / decay)


def Tc(z):
    return T0 + kappa * strain(z)


def average(f):
    return quad(f, 0, L, epsabs=0, epsrel=1e-11)[0] / L


mean_u = u0 * decay / L * (1 - np.exp(-L / decay))
Tc_mean, Tc_max = T0 + kappa * mean_u, Tc(0.0)


# ---- Poisson solver: potential from the local permittivity alone ----
def poisson(widths, eps_rel, thickness):
    """Relative permittivity from stored energy; cell fields for 1 V."""
    c = eps0 * eps_rel / widths
    band = np.zeros((3, len(c) - 1))
    band[0, 1:] = -c[1:-1]
    band[1] = c[:-1] + c[1:]
    band[2, :-1] = -c[1:-1]
    rhs = np.zeros(len(c) - 1)
    rhs[-1] = c[-1]
    phi = np.concatenate(([0.0], solve_banded((1, 1), band, rhs), [1.0]))
    drop = np.diff(phi)
    return np.sum(c * drop**2) * thickness / eps0, drop / widths


def curie_weiss_fit(eps_of_T):
    """Fitted Curie constant, intercept and largest relative misfit."""
    temps = np.linspace(290, 400, 12)
    inverse = np.array([1 / eps_of_T(T) for T in temps])
    slope, offset = np.polyfit(temps, inverse, 1)
    misfit = np.max(np.abs(slope * temps + offset - inverse) / inverse)
    return 1 / slope, -offset / slope, misfit


n = 1000
w = np.full(n, L / n)
zc = (np.arange(n) + 0.5) * L / n
C_fit, theta_fit, misfit = curie_weiss_fit(
    lambda T: poisson(w, C / (T - Tc(zc)), L)[0])
assert abs(C_fit / C - 1) < 1e-6 and abs(theta_fit - Tc_mean) < 1e-3
assert misfit < 1e-8

rng = np.random.default_rng(3)
w_r, Tc_r = rng.uniform(1e-9, 5e-9, 40), rng.uniform(100, 280, 40)
C_r, theta_r, misfit_r = curie_weiss_fit(
    lambda T: poisson(w_r, C / (T - Tc_r), w_r.sum())[0])
mean_r = np.sum(w_r * Tc_r) / w_r.sum()
assert abs(C_r / C - 1) < 1e-7 and abs(theta_r - mean_r) < 1e-4
assert misfit_r < 1e-8

eps_film = C / (T_use - Tc_mean)
eps_poisson, field = poisson(w, C / (T_use - Tc(zc)), L)
assert abs(eps_poisson / eps_film - 1) < 1e-6
field_ratio = (T_use - Tc(zc)) / (T_use - Tc_mean)
assert np.max(np.abs(field * L - field_ratio)) < 1e-5


# ---- Contrast: field wrongly taken as uniform ----
def eps_uniform_field(T):
    return average(lambda z: C / (T - Tc(z)))


def tangent_intercept(T):
    y = [1 / eps_uniform_field(T + d) for d in (-0.1, 0.0, 0.1)]
    return T - y[1] * 0.2 / (y[2] - y[0])


eps_wrong = eps_uniform_field(T_use)
theta_300, theta_400 = tangent_intercept(300.0), tangent_intercept(400.0)
assert eps_wrong > 1.02 * eps_film and theta_300 - theta_400 > 1

# ---- Effects that keep the Curie-Weiss form ----
w_s = np.concatenate(([screen], w, [screen]))
C_s, theta_s, misfit_s = curie_weiss_fit(lambda T: poisson(
    w_s, np.concatenate(([1.0], C / (T - Tc(zc)), [1.0])), L)[0])
assert abs(theta_s - (Tc_mean - 2 * C * screen / L)) < 1e-3
assert abs(C_s / C - 1) < 1e-6 and misfit_s < 1e-8
C_m, theta_m, misfit_m = curie_weiss_fit(lambda T: poisson(
    w, C / (T - Tc(zc) - kappa * mismatch * (T - T_use)), L)[0])
km = kappa * mismatch
assert abs(C_m * (1 - km) / C - 1) < 1e-6 and misfit_m < 1e-8
assert abs(theta_m - (Tc_mean - km * T_use) / (1 - km)) < 1e-3


# ---- Discretized Landau film with background and gradient energy ----
class LandauFilm:
    def __init__(self, cells):
        h = L / cells
        self.z = (np.arange(cells) + 0.5) * h
        self.nodes = np.arange(1, cells) * h
        i = np.arange(cells - 1)
        self.G = np.zeros((cells, cells - 1))
        self.G[i, i] = 1 / h
        self.G[i + 1, i] = -1 / h
        self.GtG = self.G.T @ self.G
        self.stiff = self.G @ self.G.T

    def depolarization(self, k, T):
        """Matrix giving minus the field made by P_z = p(z) cos(kx)."""
        eps_x = eps_b + eps0 * C / (T - T0 - kappa_x * strain(self.nodes))
        m = eps_b * self.GtG + np.diag(k**2 * eps_x)
        return self.G @ np.linalg.solve(m, self.G.T)

    def permittivity(self, T, g=0.0, E0=0.0, flexo=0.0):
        """Differential relative permittivity at mean field E0."""
        lin = (np.diag((T - Tc(self.z)) / (eps0 * C)) + g * self.stiff
               + self.depolarization(0.0, T))
        drive = E0 - flexo * strain(self.z) / decay
        p = np.linalg.solve(lin, drive)
        for _ in range(30):
            jac = lin + np.diag(3 * beta * p**2)
            step = np.linalg.solve(jac, lin @ p + beta * p**3 - drive)
            p = p - step
            if np.max(np.abs(step)) < 1e-11:
                break
        else:
            raise AssertionError("Newton iteration did not converge")
        jac = lin + np.diag(3 * beta * p**2)
        return (eps_b + np.linalg.solve(jac, np.ones(len(p))).mean()) / eps0

    def instability(self, k, T, g):
        """Temperature at which the softest mode of wave number k is soft."""
        m = np.diag(Tc(self.z)) - eps0 * C * (
            g * (self.stiff + k**2 * np.eye(len(self.z)))
            + self.depolarization(k, T))
        top = len(self.z) - 1
        return eigh((m + m.T) / 2, eigvals_only=True,
                    subset_by_index=[top, top])[0]

    def best_mode(self, T, g):
        logs = np.linspace(7, 9.3, 20)
        vals = [self.instability(10**q, T, g) for q in logs]
        j = int(np.clip(np.argmax(vals), 1, len(logs) - 2))
        r = minimize_scalar(lambda q: -self.instability(10**q, T, g),
                            bounds=(logs[j - 1], logs[j + 1]),
                            method='bounded', options={'xatol': 1e-3})
        return -r.fun, 10**r.x

    def domain_onset(self, g):
        T = brentq(lambda t: self.best_mode(t, g)[0] - t,
                   Tc_mean, Tc_max, xtol=1e-3)
        return T, 2 * np.pi / self.best_mode(T, g)[1]


film = LandauFilm(200)


def a_of(z, T):
    return (T - Tc(z)) / (eps0 * C)


def series_inverse(T):
    return average(lambda z: a_of(z, T) / (1 + eps_b * a_of(z, T)))


eps_back = 1 / series_inverse(T_use) / eps0
eps_landau = film.permittivity(T_use)
assert abs(eps_landau / eps_back - 1) < 2e-5
Tc_var = average(lambda z: (Tc(z) - Tc_mean)**2)
excess = eps_b / eps0 * (1 + Tc_var / (T_use - Tc_mean)**2)
assert abs((eps_back - eps_film) / excess - 1) < 1e-2

eps_grad = film.permittivity(T_use, g=g_grad)
rigid_limit = eps_b / eps0 + C / (T_use - Tc(film.z).mean())
assert rigid_limit < eps_grad < eps_landau
assert abs(film.permittivity(T_use, g=1e-2) / rigid_limit - 1) < 1e-5
eps_flexo = film.permittivity(T_use, g=g_grad, flexo=flexo_volt)
eps_signal = film.permittivity(T_use, g=g_grad, E0=V_signal / L)

# ---- Stability limits ----
T_uniform = brentq(series_inverse, Tc_mean - 5, Tc_mean + 5, xtol=1e-8)
assert abs(film.instability(0.0, T_use, 0.0) - T_uniform) < 2e-3
assert abs(film.instability(1e12, T_use, 0.0) - Tc(film.z).max()) < 0.01
T_dom, period = film.domain_onset(g_grad)
T_dom_coarse, _ = LandauFilm(100).domain_onset(g_grad)
assert T_uniform < T_dom < Tc_max < T_use
assert abs(T_dom - T_dom_coarse) < 0.5
T_mid = (T_dom + Tc_max) / 2
eps_mid = film.permittivity(T_mid, g=g_grad)
assert abs(eps_mid * (T_mid - Tc_mean) / C - 1) < 0.01

# ---- Worked example ----
D_signal = eps0 * eps_film * V_signal / L


def show(label, value, unit, fmt='.2f'):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


def percent(new, old):
    return 100 * (new / old - 1)


show("Curie constant C", C, "K", '.3g')
show("unstrained Curie temperature T0", T0, "K", '.0f')
show("temperature of use", T_use, "K", '.0f')
show("film thickness", L * 1e9, "nm", '.0f')
show("strain decay length", decay * 1e9, "nm", '.0f')
show("strain at bottom electrode", 100 * u0, "%")
print(f"Q11, Q12: {Q11:.3f}, {Q12:.3f} m^4/C^2")
print(f"s11, s12: {s11*1e12:.1f}, {s12*1e12:.1f} 1e-12 m^2/N")
show("Curie shift per 1 % strain, P out of plane", kappa / 100, "K")
show("Curie shift per 1 % strain, P in plane", kappa_x / 100, "K")
show("mean strain", 100 * mean_u, "%", '.4f')
show("local Tc at bottom", Tc_max, "K")
show("local Tc at top", Tc(L), "K")
show("mean Tc", Tc_mean, "K")
show("standard deviation of Tc", np.sqrt(Tc_var), "K")
show("Poisson sweep 290-400 K: intercept", theta_fit, "K")
show("Poisson sweep: Curie constant", C_fit, "K", '.1f')
show("Poisson sweep: largest relative misfit", misfit, "", '.1e')
show("random stack: mean Tc", mean_r, "K", '.3f')
show("random stack: fitted intercept", theta_r, "K", '.3f')
show("film relative permittivity", eps_film, "", '.1f')
show("capacitance density", eps0 * eps_film / L * 100, "uF/cm2")
show("signal voltage", V_signal, "V")
show("mean signal field", V_signal / L * 1e-8, "MV/cm", '.5f')
show("signal charge density", D_signal * 100, "uC/cm2", '.3f')
show("local field at bottom", field[0] * V_signal * 1e-8, "MV/cm", '.5f')
show("local field at top", field[-1] * V_signal * 1e-8, "MV/cm", '.5f')
show("permittivity if E were uniform", eps_wrong, "", '.1f')
show("its tangent intercept at 300 K", theta_300, "K")
show("its tangent intercept at 400 K", theta_400, "K")
show("background relative permittivity", eps_b / eps0, "", '.1f')
show("permittivity with background", eps_back, "", '.1f')
show("change from background", percent(eps_back, eps_film), "%", '.3f')
show("gradient coefficient g", g_grad, "m^3/F", '.1e')
show("change from gradient energy", percent(eps_grad, eps_landau), "%", '.1e')
show("flexoelectric coefficient", flexo_volt, "V", '.1f')
show("change from flexoelectric bias", percent(eps_flexo, eps_grad), "%", '.4f')
show("stress-free quartic coefficient", beta_free, "J m^5/C^4", '.2e')
show("clamped quartic coefficient", beta, "J m^5/C^4", '.2e')
show("change at signal field", percent(eps_signal, eps_grad), "%", '.4f')
show("screening length per electrode", screen * 1e9, "nm", '.3f')
show("intercept with electrode screening", theta_s, "K")
show("permittivity with screening", C_s / (T_use - theta_s), "", '.1f')
show("thermal mismatch strain rate", mismatch, "1/K", '.1e')
show("Curie constant with thermal mismatch", C_m, "K", '.0f')
show("intercept with thermal mismatch", theta_m, "K")
show("laterally uniform instability", T_uniform, "K", '.3f')
show("domain instability, 200 cells", T_dom, "K")
show("shift from 100 to 200 cells", T_dom - T_dom_coarse, "K", '.3f')
show("domain period at instability", period * 1e9, "nm", '.1f')
show("test temperature below the highest local Tc", T_mid, "K")
show("Landau permittivity there", eps_mid, "", '.1f')
show("Curie-Weiss permittivity there", C / (T_mid - Tc_mean), "", '.1f')
print("no test failed")
```

Output:

```
Curie constant C: 1e+05 K
unstrained Curie temperature T0: 200 K
temperature of use: 300 K
film thickness: 100 nm
strain decay length: 30 nm
strain at bottom electrode: -0.30 %
Q11, Q12: 0.100, -0.030 m^4/C^2
s11, s12: 5.0, -1.0 1e-12 m^2/N
Curie shift per 1 % strain, P out of plane: -265.63 K
Curie shift per 1 % strain, P in plane: 309.90 K
mean strain: -0.0868 %
local Tc at bottom: 279.69 K
local Tc at top: 202.84 K
mean Tc: 223.05 K
standard deviation of Tc: 20.49 K
Poisson sweep 290-400 K: intercept: 223.05 K
Poisson sweep: Curie constant: 100000.0 K
Poisson sweep: largest relative misfit: 9.7e-16
random stack: mean Tc: 199.503 K
random stack: fitted intercept: 199.503 K
film relative permittivity: 1299.6
capacitance density: 11.51 uF/cm2
signal voltage: 0.05 V
mean signal field: 0.00500 MV/cm
signal charge density: 0.575 uC/cm2
local field at bottom: 0.00133 MV/cm
local field at top: 0.00631 MV/cm
permittivity if E were uniform: 1469.5
its tangent intercept at 300 K: 244.29 K
its tangent intercept at 400 K: 228.96 K
background relative permittivity: 7.0
permittivity with background: 1307.1
change from background: 0.577 %
gradient coefficient g: 1.0e-10 m^3/F
change from gradient energy: -5.8e-07 %
flexoelectric coefficient: 5.0 V
change from flexoelectric bias: -0.0277 %
stress-free quartic coefficient: 2.00e+09 J m^5/C^4
clamped quartic coefficient: 2.90e+09 J m^5/C^4
change at signal field: -0.3282 %
screening length per electrode: 0.010 nm
intercept with electrode screening: 203.05 K
permittivity with screening: 1031.5
thermal mismatch strain rate: 1.0e-06 1/K
Curie constant with thermal mismatch: 97412 K
intercept with thermal mismatch: 225.04 K
laterally uniform instability: 223.083 K
domain instability, 200 cells: 252.53 K
shift from 100 to 200 cells: 0.003 K
domain period at instability: 24.9 nm
test temperature below the highest local Tc: 266.11 K
Landau permittivity there: 2331.1
Curie-Weiss permittivity there: 2322.5
no test failed
```
